# Carbon 1s alignment does not correct a silicon–silica valence offset

Shifting a photoemission spectrum so that the surface carbon 1s line falls at a standard energy leaves the silicon–silica valence offset unchanged. If the oxide has charged, the offset is wrong by

$$E_{\rm app}-E_{\rm true}=e\left(\langle\phi\rangle_{\rm ox}-\langle\phi\rangle_{\rm Si}\right)$$

before the alignment and by the same amount after it. Here $\phi$ is the electrostatic potential caused by charging, and each average is taken over the depths from which the detected electrons escape. In the example below, a true offset of 4.40 eV is read as 4.96 eV with or without alignment.

## The counter-example

**The sample.** A silica film of thickness $d=6.0$ nm lies on n-type silicon with donor density $n_0=10^{15}\ {\rm cm^{-3}}$ at 300 K. The silicon is in electrical contact with the spectrometer, and a trace of carbon lies on the oxide. Irradiation has left two sheets of positive charge in the film: $2\times10^{12}$ elementary charges per cm² at the surface and $1\times10^{12}\ {\rm cm^{-2}}$ at 4.0 nm from the interface. These densities are chosen, not predicted.

The potential $\phi$ is zero in bulk silicon, and binding energies are measured from the Fermi level there. The offset is positive when the silica valence edge lies deeper than the silicon edge. It is a property of the interface itself, including the interface dipole.

Without charging, the lines are at 99.5 eV (Si 2p of silicon), 103.4 eV (Si 2p of silica) and 285.0 eV (carbon 1s). Each 2p level is treated as one line, without spin-orbit splitting or suboxide components. The separation between core level and valence edge is $S_{\rm Si}=98.7$ eV in silicon and $S_{\rm ox}=98.2$ eV in silica. The valence edge of each material has binding energy $B-S$, so the offset is

$$E_V=(B_{\rm ox}-S_{\rm ox})-(B_{\rm Si}-S_{\rm Si})=B_{\rm ox}-B_{\rm Si}-S_{\rm ox}+S_{\rm Si}.$$

The uncharged lines give $103.4-99.5-98.2+98.7=4.4$ eV.

**Potential in the oxide.** Let $z$ run from the interface to the surface. The silicon supplies the compensating negative charge. The field in the vacuum above the film is neglected: a drop of about 1 V over a millimetre or more gives a field tiny beside that in the oxide. By Gauss's law, a sheet of $N$ charges per area at $z=s$ produces a field of magnitude $eN/\varepsilon_{\rm ox}$ between the interface and the sheet, and none beyond it. The field points from the positive sheet towards the silicon, so the potential rises up to $s$ and is then constant. Adding the sheets gives

$$\phi(z)=\phi_i+\sum_j\frac{eN_j}{\varepsilon_{\rm ox}}\min(z,s_j),$$

where $\phi_i$ is the interface potential. With relative permittivity 3.9, each $10^{12}\ {\rm cm^{-2}}$ contributes 0.0464 V/nm. The surface therefore lies above the interface by

$$0.0928\times6.0+0.0464\times4.0=0.742\ {\rm V}.$$

**What the oxide line samples.** An electron from height $z$ must cross a thickness $d-z$ of oxide. Its escape probability is proportional to $e^{-(d-z)/L}$, with $L=3.5$ nm at normal emission. The normalized probability that a detected oxide electron started above height $t$ is

$$P(z>t)=\frac{\int_t^d e^{-(d-z)/L}dz}{\int_0^d e^{-(d-z)/L}dz}
=\frac{1-e^{-(d-t)/L}}{1-e^{-d/L}}.$$

The number $\min(z,s)$ is the length of that part of the interval $0<t<s$ in which $t<z$. Its average is therefore the integral of $P(z>t)$ over this interval:

$$M(s)=\int_0^sP(z>t)\,dt
=\frac{s-L\left[e^{-(d-s)/L}-e^{-d/L}\right]}{1-e^{-d/L}}.$$

For the surface sheet, $M=3.818$ nm; for the inner sheet, $M=3.237$ nm. The mean oxide potential above the interface is

$$0.0928\times3.818+0.0464\times3.237=0.504\ {\rm V}.$$

This is less than the surface value of 0.742 V because the oxide line comes from the whole film, while the carbon line comes from its top.

**Potential in the silicon.** The positive oxide charge draws electrons to the silicon surface. Let $x$ be the depth in silicon and $V_t=kT/e=0.02585$ V. For classical electrons and fixed donors, Poisson's equation is

$$\varepsilon_{\rm Si}\phi''=en_0\left(e^{\phi/V_t}-1\right).$$

Multiply by $\phi'$ and integrate from the bulk, where $\phi=\phi'=0$:

$$\frac{\varepsilon_{\rm Si}}2(\phi')^2=en_0V_t\left(e^{\phi/V_t}-\frac{\phi}{V_t}-1\right).$$

In strong accumulation the exponential dominates. At the interface $|\phi'|=F$, where Gauss's law gives $F=e\sum_jN_j/\varepsilon_{\rm Si}=0.0464$ V/nm for relative permittivity 11.7. Since $eV_t=kT$,

$$\phi_i\simeq V_t\ln\frac{\varepsilon_{\rm Si}F^2}{2kTn_0}=0.264\ {\rm V}.$$

The same approximation gives $\phi'=-F e^{(\phi-\phi_i)/(2V_t)}$, with the minus sign because $\phi$ falls with depth. Set $y=e^{-(\phi-\phi_i)/(2V_t)}$. Then

$$y'=-\frac{\phi'}{2V_t}y=\frac{F}{2V_t}\equiv\frac1{x_0},$$

and $y(0)=1$. Hence $y=1+x/x_0$, or

$$\phi(x)=\phi_i-2V_t\ln(1+x/x_0).$$

Silicon electrons have the additional weight $e^{-x/L_{\rm Si}}/L_{\rm Si}$, with $L_{\rm Si}=3.0$ nm. The oxide above attenuates them all equally and does not alter this average. Integration by parts, with vanishing boundary terms, gives

$$\left\langle\ln\left(1+\frac{x}{x_0}\right)\right\rangle
=\int_0^\infty\frac{e^{-x/L_{\rm Si}}}{x+x_0}dx
=e^{x_0/L_{\rm Si}}E_1\!\left(\frac{x_0}{L_{\rm Si}}\right),$$

where $E_1(a)=\int_a^\infty e^{-t}dt/t$; the last step substitutes $t=(x+x_0)/L_{\rm Si}$. Here $x_0=1.11$ nm and the average is 1.09. The sampled silicon therefore lies $2V_t\times1.09=0.056$ V below the interface potential, at $\langle\phi\rangle_{\rm Si}=0.207$ V to the rounding of the printed values. Numerical integration of the full Poisson equation, donors included, agrees with this mean to within 2 mV.

**The spectrum before and after alignment.** An electron leaving a place at potential $\phi$ has potential energy $-e\phi$ there and loses kinetic energy $e\phi$ on its way out. Its apparent binding energy rises by $e\phi$. The potentials relative to bulk silicon are $0.264+0.504=0.768$ V for the mean oxide and $0.264+0.742=1.006$ V for the carbon. The line centroids are therefore:

- silicon: $99.5+0.207=99.707$ eV;
- silica: $103.4+0.768=104.168$ eV;
- carbon: $285.0+1.006=286.006$ eV.

The apparent offset is

$$104.168-99.707-98.2+98.7=4.961\ {\rm eV}.$$

To put carbon at the standard 284.8 eV, subtract 1.206 eV from every line. Silicon moves to 98.501 eV and silica to 102.962 eV. Their difference is still 4.461 eV, and the offset is still 4.961 eV.

A synthetic spectrum built layer by layer, aligned on carbon and fitted with two Gaussian lines gives 4.967 eV. The same fit to the uncharged spectrum gives 4.400 eV. The extra 0.006 eV thus appears with charging, which makes the lines slightly non-Gaussian.

The alignment has also moved the silicon line 1.0 eV below its uncharged position. The carbon line looks right, while the line of the grounded substrate has become worse.

## The general statement and its proof

Suppose that charging changes the potential but not the intrinsic line shapes or the separations $S$. Let $w_m(\mathbf r)$ be the normalized escape weight for material $m$. With photon energy $h\nu$, measured kinetic energy $K$ and spectrometer work function $W$, the binding-energy scale is $B=h\nu-K-W$. Since $K$ falls by $e\phi(\mathbf r)$, the centroid of the line becomes

$$B_m^{\rm app}=\int w_m(\mathbf r)\left[B_m+e\phi(\mathbf r)\right]d^3r
=B_m+e\langle\phi\rangle_m.$$

Now subtract any common energy $\Delta$ from the spectrum. The reported offset is

$$\begin{aligned}
E_{\rm app}&=(B_{\rm ox}^{\rm app}-\Delta)-(B_{\rm Si}^{\rm app}-\Delta)-S_{\rm ox}+S_{\rm Si}\\
&=B_{\rm ox}-B_{\rm Si}-S_{\rm ox}+S_{\rm Si}
+e\langle\phi\rangle_{\rm ox}-e\langle\phi\rangle_{\rm Si}\\
&=E_{\rm true}+e\left(\langle\phi\rangle_{\rm ox}-\langle\phi\rangle_{\rm Si}\right).
\end{aligned}$$

This proves the result. The shift $\Delta$ cancels whatever line defines it, and however accurately the standard energy is known. No assumption about sheets, doping or exponential escape enters the proof; these serve to evaluate the averages. If the two valence edges are instead read directly from one spectrum, a rigid shift again cancels from their difference, although the charging error of a fitted edge need not equal that of a core-line centroid.

The offset error vanishes when the two sampled potentials are equal, and then the offset needed no alignment. Alignment does serve a different purpose. If the whole sample floats at a common potential, all lines move together, and alignment removes that movement from their absolute energies. Adding 0.7 V everywhere in the example leaves the aligned, fitted silicon and silica lines unchanged to within 2 meV.

## Correcting the oxide line alone

One may instead subtract the carbon shift from the silica line and leave the silicon line as measured. This is no longer a rigid alignment. Let $\phi_s$ be the surface potential and $\delta_C$ the uncharged carbon energy minus the standard. The subtracted energy is $e\phi_s+\delta_C$, so the error becomes

$$e\left(\langle\phi\rangle_{\rm ox}-\phi_s-\langle\phi\rangle_{\rm Si}\right)-\delta_C.$$

In the example it is

$$0.768-1.006-0.207-0.200=-0.645\ {\rm eV},$$

and the reported offset is 3.755 eV. The original error was $+0.561$ eV; the correction has reversed its sign and made it larger in size. The increase depends on the 0.200 eV error of the carbon standard: with a correct standard the error would be $-0.445$ eV, still of the wrong sign but smaller than the original.

This procedure gives the true offset if the sampled oxide is at the carbon potential, the sampled silicon is unshifted and the carbon standard is right. Otherwise it needs an accidental cancellation of these errors.

The first condition depends on where the charge lies. For a single sheet, the ratio of mean to surface potential, both measured from the interface, is $M(s)/s$. As $s\to0$, $P(z>t)\to1$ throughout the short integration interval, and the ratio tends to 1. At $s=0.04$ nm it is 0.999, but $10^{12}\ {\rm cm^{-2}}$ placed there raises the oxide by a mere 0.002 V. For a surface sheet the ratio is 0.636. When $L\ll d$, $M(d)\to d-L$ and the ratio approaches 1, but the buried silicon line is then strongly attenuated. When $L\gg d$, all heights count equally and the ratio tends to 1/2. A film thin enough to show both materials thus does not, in general, share the potential of its surface carbon.

## Finding and reducing the error

A change in the carbon-to-silicon separation is a sign of differential charging, provided that the chemical state of the carbon has not changed. In the example it grows by $1.006-0.207=0.799$ eV. This is not the offset error of 0.561 eV, because carbon samples the surface and the silica line samples the film. A separation that stays constant during a measurement does not prove that charging is absent: the charge may already have reached a steady value, or charges of opposite sign may cancel in this separation without cancelling in the offset.

A more direct remedy is to follow the offset towards zero accumulated charge. With the charge positions held fixed, half the charge gives 4.690 eV and a quarter gives 4.549 eV. A straight line through these points reaches 4.409 eV at zero charge. The oxide potential above the interface is proportional to charge and drops out of this extrapolation. The remaining 0.009 eV comes from the silicon part, which is not proportional to charge. In an experiment, exposure time can replace charge if the early accumulation is linear in time. Charge present before exposure is not removed.

Line width is a weaker warning. The spread of potential across the sampled oxide has a standard deviation of 0.199 V. Added in quadrature to the original 0.500 eV, it gives 0.538 eV, close to the fitted 0.539 eV. In this laterally uniform model, an offset error of more than half an electronvolt is accompanied by an increase of about 0.04 eV in the standard deviation of the line, or 0.09 eV in its full width at half maximum.

## Comparison with a real oxide

The thickness, escape lengths, permittivities and offset are rough values for thermal silica on silicon studied with a laboratory X-ray source. The largest oxide field, 1.39 MV/cm, is well below a rough breakdown field of 10 MV/cm. The amount and position of trapped charge vary with the oxide and its exposure, so 0.561 eV is not a universal correction. Tunnelling limits where charge can persist: with a barrier of 3.1 eV at the interface, lowered further in by the oxide potential, an electron mass of 0.42 free-electron masses and an attempt time of $10^{-13}$ s, a one-hour scan neutralizes traps within about 3.4 nm of the interface. The inner sheet lies beyond this depth, but the margin depends on these rough parameters: an attempt time of $10^{-15}$ s gives 3.8 nm, and a mass of 0.30 gives about 4.05 nm, which would reach the sheet. The assumption of classical electrons in silicon is less secure, since the classical surface density is about equal to the conduction-band effective density of states, at the onset of degeneracy, and a triangular-well estimate puts the confinement energy at about 0.10 eV, several times $kT$. With the surface field held fixed, a field that does not increase with depth bounds the silicon part of the offset error by $eFL_{\rm Si}=0.139$ eV, against the classical 0.056 eV. The total error would then be at most about 0.64 eV. Solving the effective-mass Schrödinger and Poisson equations together for a (100) surface gives a silicon part of 0.086 eV with a hard wall at the interface, or 0.083 eV when the wave functions penetrate the barrier, and a total error of about 0.59 eV in both cases, instead of the classical 0.56 eV. The error after correcting the oxide line alone changes from $-0.645$ to about $-0.68$ eV, and the growth of the carbon-to-silicon separation from 0.80 to about 0.83 eV. Image screening of the final hole at mid-oxide contributes about $-0.04$ eV from the silicon side and $+0.02$ eV from the vacuum side; these estimates count one image at each boundary, and the full series of images gives a net $-0.03$ eV there. At a given depth the image potential acts alike on a core hole and a localized valence hole, so it leaves their separation unchanged but can move the lines. Averaged over the escape depth, with the image potential cut off 0.15 to 0.3 nm from each boundary, the two contributions in the oxide nearly cancel, while the silicon line rises by about 0.02 eV; the reported offset then changes by about $-0.02$ eV. The mean spacing of the charges, 5.8 nm, is close to the film thickness, so real lines can broaden more than this laterally uniform model predicts. The image estimates take relative permittivities of 2.1 for silica (its optical value) and 11.7 for silicon; the confinement estimate takes an electron mass of 0.92 free-electron masses.

## Computed values

```
Temperature: 300 K
Oxide thickness: 6.0 nm
Oxide escape length: 3.5 nm
Silicon escape length: 3.0 nm
Donor density: 1.0e+15 cm^-3
Surface charge sheet: 2.0e+12 cm^-2
Inner charge sheet: 1.0e+12 cm^-2
Inner sheet distance: 4.0 nm
Relative permittivity, oxide: 3.9 (no unit)
Relative permittivity, Si: 11.7 (no unit)
Core-edge separation, Si: 98.7 eV
Core-edge separation, oxide: 98.2 eV
Uncharged Si core line: 99.5 eV
Uncharged oxide core line: 103.4 eV
Uncharged carbon line: 285.0 eV
Carbon standard: 284.8 eV
Mean min, surface sheet: 3.818 nm
Mean min, inner sheet: 3.237 nm
Interface potential: 0.264 V
Mean silicon potential: 0.207 V
Mean oxide potential: 0.768 V
Surface potential: 1.006 V
Raw Si core line: 99.707 eV
Raw oxide core line: 104.168 eV
Raw carbon line: 286.006 eV
Aligned fitted Si line: 98.501 eV
Aligned fitted oxide line: 102.968 eV
True offset: 4.400 eV
Predicted offset error: 0.561 eV
Raw apparent offset: 4.961 eV
Aligned fitted offset: 4.967 eV
Uncharged fitted offset: 4.400 eV
Oxide-only corrected offset: 3.755 eV
Mean/surface ratio, near sheet: 0.999 (no unit)
Mean/surface ratio, outer sheet: 0.636 (no unit)
Offset at half charge: 4.690 eV
Offset at quarter charge: 4.549 eV
Extrapolated offset: 4.409 eV
Carbon-Si separation change: 0.799 eV
Oxide potential spread (std): 0.199 V
Uncharged oxide line std: 0.500 eV
Fitted oxide line std: 0.539 eV
Largest oxide field: 1.392 MV/cm
Rough breakdown field: 10 MV/cm
Silicon surface field: 0.464 MV/cm
Inner-sheet tunnelling time: 2.3e+06 s
Scan time: 3600 s
Depth neutralized in scan: 3.39 nm
Mean charge spacing: 5.77 nm
Degeneracy potential shift: 0.0040 V
Confinement energy scale: 0.104 eV
Silicon part of offset error: 0.056 eV
Upper bound of silicon part: 0.139 eV
Si-side image shift, mid-oxide: -0.040 eV
Vacuum-side image shift: 0.020 eV
```
